**Zero-energy kinks in the spin-1/2 XXZ chain**

The program tests that a ferromagnetic XXZ chain of $L$ spins 1/2, with exchange $J$, anisotropy $\Delta=(q+1/q)/2$ and end fields $\pm JA/2$, where $A=\sqrt{1-\Delta^{-2}}$, has exactly $L+1$ zero-energy ground states. It asserts this count and the gap $J[1-\cos(\pi/L)/\Delta]$ by full diagonalization for $L=2$ to $9$ at $q=0.2,\,0.5,\,0.8$, and for $L=10$ at $q=0.5$. For $L=10$ it also asserts the bond-projector form of $H$, the ground-state amplitudes, and the one-magnon levels. Product kinks at 21 centres across one lattice spacing are asserted to be annihilated by $H$ within rounding error, which shows that there is no Peierls barrier. Without end fields only two zero-energy states remain, and a central wall costs about $0.30J$. For a spin-1 chain with single-ion anisotropy $0.1J$, the output shows an odd-even energy step of about $0.013J$, a Peierls modulation that the spin-1/2 chain lacks. With the round value $J=10$ meV, the ten-site gap is 2.39 meV, and the ground states carry 99.9% of the thermal weight at 4 K but 2.3% at 300 K.

## Verification by program

```python
"""Quantum kinks of the ferromagnetic XXZ chain with kink boundary fields.

Result under test: for L spins 1/2 the Hamiltonian
  H = J sum_x [1/4 - Sz Sz' - (Sx Sx' + Sy Sy')/Delta] + (J A/2)(Sz_1 - Sz_L)
has lowest energy 0 with exactly L+1 ground states, one per number n of down
spins, and product kinks with ANY real centre x0 also have energy 0.
Symbols: Delta = (q + 1/q)/2 with 0 < q < 1, A = sqrt(1 - 1/Delta^2),
kappa = -ln q (inverse wall width in sites). Energies are in units of J.
For spin S the constant is S^2 and the end field is J A S; D multiplies
the single-ion term sum_x (S^2 - Sz_x^2).
"""
import numpy as np
import scipy.sparse as sp
from scipy.linalg import eigh, eigvalsh
from scipy.constants import physical_constants, k as k_boltzmann, e as e_charge


def site_operator(op, x, L):
    d = op.shape[0]
    left = sp.identity(d**x, format="csr")
    right = sp.identity(d**(L - 1 - x), format="csr")
    return sp.kron(sp.kron(left, op), right, format="csr")


def spin_operators(S, L):
    m = np.arange(S, -S - 1, -1)
    raising = np.diag(np.sqrt(S*(S + 1) - m[1:]*(m[1:] + 1)), 1)
    sz = [site_operator(sp.csr_matrix(np.diag(m)), x, L) for x in range(L)]
    up = [site_operator(sp.csr_matrix(raising), x, L) for x in range(L)]
    return sz, up


def kink_chain(L, q, S=0.5, field_scale=1.0, D=0.0):
    delta = (q + 1/q)/2
    A = np.sqrt(1 - delta**-2)
    sz, up = spin_operators(S, L)
    one = sp.identity(sz[0].shape[0], format="csr")
    H = field_scale*A*S*(sz[0] - sz[-1])
    for x in range(L - 1):
        flip = up[x] @ up[x + 1].T
        H = H + S**2*one - sz[x] @ sz[x + 1] - (flip + flip.T)/(2*delta)
    for x in range(L):
        H = H + D*(S**2*one - sz[x] @ sz[x])
    return H.tocsr()


def lowering_count(L, d):
    """Number of lowering steps from the all-up state, per basis state."""
    index = np.arange(d**L)
    return sum((index // d**x) % d for x in range(L))


def sector_block(H, count, n):
    idx = np.flatnonzero(count == n)
    return H[idx][:, idx].toarray(), idx


def lowest(H, count, n, levels=1):
    block, _ = sector_block(H, count, n)
    last = min(levels, len(block)) - 1
    return eigvalsh(block, subset_by_index=[0, last])


def row(values, digits=5):
    return " ".join(f"{round(float(v), digits) + 0.0:.{digits}f}"
                    for v in values)


# ---- ground-state count and gap from full matrices, no symmetry used ----
TOL = 1e-9
degeneracy = {}
for q_test in (0.2, 0.5, 0.8):
    for L_test in range(2, 10):
        levels = np.linalg.eigvalsh(kink_chain(L_test, q_test).toarray())
        zeros = int(np.sum(np.abs(levels) < TOL))
        assert levels[0] > -TOL and zeros == L_test + 1
        delta_test = (q_test + 1/q_test)/2
        gap_law = 1 - np.cos(np.pi/L_test)/delta_test
        assert abs(levels[zeros] - gap_law) < TOL
        degeneracy[(q_test, L_test)] = zeros

# ---- worked example ----
L, q = 10, 0.5
delta = (q + 1/q)/2
A = np.sqrt(1 - delta**-2)
kappa = -np.log(q)
H = kink_chain(L, q)
count = lowering_count(L, 2)
sz, up = spin_operators(0.5, L)
spectrum = np.linalg.eigvalsh(H.toarray())
n_zero = int(np.sum(np.abs(spectrum) < TOL))
gap = spectrum[n_zero]
assert n_zero == L + 1
assert abs(gap - (1 - np.cos(np.pi/L)/delta)) < TOL

# H is a sum of bond projectors, and it conserves total Sz
xi = np.array([0, 1, -q, 0])/np.sqrt(1 + q*q)
bond = sp.csr_matrix(np.outer(xi, xi))
H_bonds = sum(sp.kron(sp.kron(sp.identity(2**x), bond),
                      sp.identity(2**(L - 2 - x))) for x in range(L - 1))
assert abs(H - H_bonds).max() < 1e-12
total_sz = sum(sz)
assert abs(H @ total_sz - total_sz @ H).max() < 1e-12

# numerical ground vector of each sector against amplitudes q^(sum of sites)
basis = np.arange(2**L)
site_sum = sum((x + 1)*((basis >> (L - 1 - x)) & 1) for x in range(L))
sector_energy, worst_overlap, edge_difference = [], 1.0, []
for n in range(L + 1):
    block, idx = sector_block(H, count, n)
    values, vectors = eigh(block)
    assert np.sum(np.abs(values) < TOL) == 1
    psi = q**(site_sum[idx] - site_sum[idx].min()).astype(float)
    psi /= np.linalg.norm(psi)
    worst_overlap = min(worst_overlap, abs(psi @ vectors[:, 0]))
    sector_energy.append(values[0])
    prob = vectors[:, 0]**2
    profile = [prob @ s.diagonal()[idx] for s in sz]
    edge_difference.append(profile[-1] - profile[0])
    if n == L//2:
        middle_profile = profile
    if n == 1:
        magnon_levels = values
assert worst_overlap > 1 - 1e-10
magnon_law = 1 - np.cos(np.pi*np.arange(1, L)/L)/delta
assert np.allclose(magnon_levels[1:], magnon_law, atol=1e-10)


# ---- product kinks with a continuously movable centre ----
def product_kink(x0, width_factor=1.0, azimuth=0.7):
    state = np.array([1.0 + 0j])
    for x in range(1, L + 1):
        ratio = np.exp(-width_factor*kappa*(x - x0) + 1j*azimuth)
        spinor = np.array([1, ratio])/np.sqrt(1 + abs(ratio)**2)
        state = np.kron(state, spinor)
    return state


centres = np.linspace(4.5, 5.5, 21)
residual = max(np.linalg.norm(H @ product_kink(c)) for c in centres)
assert residual < 1e-12
sample_centres = (4.5, 4.75, 5.0, 5.25, 5.5)
mean_down = []
for c in sample_centres:
    state = product_kink(c)
    weights = abs(state)**2
    measured = np.array([weights @ s.diagonal() for s in sz])
    expected = 0.5*np.tanh(kappa*(np.arange(1, L + 1) - c))
    assert np.allclose(measured, expected, atol=1e-12)
    mean_down.append(weights @ count)
wrong = product_kink(5.0, width_factor=1.5)
wrong_energy = np.vdot(wrong, H @ wrong).real
assert wrong_energy > 1e-3

# ---- missing or imperfect end fields ----
H_free = kink_chain(L, q, field_scale=0.0)
H_weak = kink_chain(L, q, field_scale=0.95)
free = np.array([lowest(H_free, count, n)[0] for n in range(L + 1)])
weak = np.array([lowest(H_weak, count, n)[0] for n in range(L + 1)])
assert np.sum(np.abs(np.linalg.eigvalsh(H_free.toarray())) < TOL) == 2
assert abs(free[L//2] - A/2) < 0.01
weak_bound = 0.05*A/2*np.array(edge_difference)
assert np.all(weak <= weak_bound + 1e-10)
weak_spread = np.ptp(weak[3:8])

# ---- spin 1: single-ion anisotropy creates a real Peierls modulation ----
L1, D1 = 8, 0.1
count1 = lowering_count(L1, 3)
H1 = kink_chain(L1, q, S=1.0)
zeros1 = 0
for n in range(2*L1 + 1):
    pair = lowest(H1, count1, n, levels=2)
    assert np.sum(np.abs(pair) < TOL) == 1
    zeros1 += 1
H1_D = kink_chain(L1, q, S=1.0, D=D1)
sectors1 = range(L1 - 2, L1 + 3)
energy1 = [lowest(H1_D, count1, n)[0] for n in sectors1]
modulation = energy1[1] - energy1[2]
assert modulation > 1e-3 and energy1[1] - energy1[0] > 1e-3
H_half_D = kink_chain(L, q, D=D1)
half_shift = [lowest(H_half_D, count, n)[0] for n in range(L + 1)]
assert np.ptp(half_shift) < TOL

# ---- physical scale and neglected effects ----
J_meV, spacing_nm, g_factor, stray_T = 10.0, 0.3, 2.0, 0.010
kB_meV = k_boltzmann/e_charge*1e3
muB_meV = physical_constants["Bohr magneton in eV/T"][0]*1e3
end_field_T = J_meV*A/2/(g_factor*muB_meV)
tilt_meV = g_factor*muB_meV*stray_T
H_tilt = H + (tilt_meV/J_meV)*total_sz
tilt_levels = [lowest(H_tilt, count, n)[0] for n in range(L + 1)]
assert np.allclose(np.diff(tilt_levels), -tilt_meV/J_meV, atol=1e-10)


def ground_weight(T):
    boltzmann = np.exp(-spectrum*J_meV/(kB_meV*T))
    return boltzmann[:n_zero].sum()/boltzmann.sum()


print("Zero-energy states for L = 2..9 (pure numbers):")
for q_test in (0.2, 0.5, 0.8):
    print(f"  q = {q_test}:", *[degeneracy[(q_test, m)] for m in range(2, 10)])
print(f"Example: L = {L} sites, q = {q}, Delta = {delta:.4f}, A = {A:.4f}")
print(f"kappa = {kappa:.4f} per site, wall width 1/kappa = {1/kappa:.4f} sites")
print(f"Number of zero-energy states, L = {L}: {n_zero}")
print(f"Largest |sector ground energy|: {max(map(abs, sector_energy)):.1e} J")
print(f"Smallest overlap with formula state: {worst_overlap:.10f}")
print(f"Gap above ground states, L = {L}: {gap:.5f} J")
print(f"One-magnon gap limit for long chains: {1 - 1/delta:.5f} J")
print("One-magnon excited levels (J):")
print("  " + row(magnon_levels[1:], 4))
print(f"<Sz> at sites 1..{L} in the n = {L//2} ground state:")
print("  " + row(middle_profile, 4))
print("Product kink centres x0 (sites):", row(sample_centres, 2))
print("Mean number of down spins:", row(mean_down, 4))
print(f"Largest norm of H|kink>, 21 centres 4.5 to 5.5: {residual:.1e} J")
print(f"Energy of kink made 1.5 times too narrow: {wrong_energy:.5f} J")
print("Lowest energy for n = 0..5 without end fields (J):")
print("  " + row(free[:6]))
print(f"Bulk kink cost A/2: {A/2:.5f} J")
print("Lowest energy for n = 0..5, end fields 5 % too weak (J):")
print("  " + row(weak[:6]))
print(f"Spread over n = 3..7 with that error: {weak_spread:.2e} J")
print(f"Spin 1, L = {L1}: zero-energy states for D = 0: {zeros1}")
print(f"Spin 1, D = {D1} J, energies for n = {L1-2}..{L1+2} (J):")
print("  " + row(energy1))
print(f"Spin-1 odd-even step E(7) - E(8): {modulation:.5f} J")
print(f"Scale: J = {J_meV:.1f} meV, spacing = {spacing_nm:.2f} nm, "
      f"g = {g_factor:.1f}")
print(f"Gap, L = {L}: {gap*J_meV:.3f} meV = {gap*J_meV/kB_meV:.2f} K")
print(f"Wall width 1/kappa: {spacing_nm/kappa:.3f} nm")
print(f"End field A J/2: {A*J_meV/2:.3f} meV = {end_field_T:.2f} T")
print(f"Energy step per site in a {stray_T*1e3:.0f} mT stray field: "
      f"{tilt_meV:.3e} meV")
for T in (4.0, 300.0):
    print(f"At {T:.0f} K: kT = {kB_meV*T:.3f} meV, "
          f"ground-manifold weight = {ground_weight(T):.4f}")
print("every check passed")
```

Printed output:

```
Zero-energy states for L = 2..9 (pure numbers):
  q = 0.2: 3 4 5 6 7 8 9 10
  q = 0.5: 3 4 5 6 7 8 9 10
  q = 0.8: 3 4 5 6 7 8 9 10
Example: L = 10 sites, q = 0.5, Delta = 1.2500, A = 0.6000
kappa = 0.6931 per site, wall width 1/kappa = 1.4427 sites
Number of zero-energy states, L = 10: 11
Largest |sector ground energy|: 7.4e-16 J
Smallest overlap with formula state: 1.0000000000
Gap above ground states, L = 10: 0.23915 J
One-magnon gap limit for long chains: 0.20000 J
One-magnon excited levels (J):
  0.2392 0.3528 0.5298 0.7528 1.0000 1.2472 1.4702 1.6472 1.7608
<Sz> at sites 1..10 in the n = 5 ground state:
  -0.4990 -0.4961 -0.4844 -0.4385 -0.2655 0.2655 0.4385 0.4844 0.4961 0.4990
Product kink centres x0 (sites): 4.50 4.75 5.00 5.25 5.50
Mean number of down spins: 4.0024 4.2516 4.5010 4.7505 5.0000
Largest norm of H|kink>, 21 centres 4.5 to 5.5: 1.8e-16 J
Energy of kink made 1.5 times too narrow: 0.01960 J
Lowest energy for n = 0..5 without end fields (J):
  0.00000 0.17291 0.26336 0.29060 0.29747 0.29879
Bulk kink cost A/2: 0.30000 J
Lowest energy for n = 0..5, end fields 5 % too weak (J):
  0.00000 0.01118 0.01404 0.01476 0.01494 0.01497
Spread over n = 3..7 with that error: 2.11e-04 J
Spin 1, L = 8: zero-energy states for D = 0: 17
Spin 1, D = 0.1 J, energies for n = 6..10 (J):
  0.12585 0.13922 0.12639 0.13922 0.12585
Spin-1 odd-even step E(7) - E(8): 0.01283 J
Scale: J = 10.0 meV, spacing = 0.30 nm, g = 2.0
Gap, L = 10: 2.392 meV = 27.75 K
Wall width 1/kappa: 0.433 nm
End field A J/2: 3.000 meV = 25.91 T
Energy step per site in a 10 mT stray field: 1.158e-03 meV
At 4 K: kT = 0.345 meV, ground-manifold weight = 0.9992
At 300 K: kT = 25.852 meV, ground-manifold weight = 0.0234
every check passed
```
